Attractive Solutes and the Coverage Jump at Grain Boundaries

**1. Definitions and conventions**

A grain boundary has N equivalent substitutional sites. Each holds either a host atom or a solute atom, and the fraction holding solute is the coverage θ. The boundary exchanges atoms with the crystal on either side, the bulk, whose solute fraction is x. Every exchange replaces one host atom by one solute atom, so the controlling variable is the exchange potential Δμ, the chemical potential of solute minus that of host. In a dilute bulk the solutes do not interact, and Δμ differs from its ideal mixing part by a constant. The zero of energy is chosen to remove that constant:

Δμ = kT ln[x/(1−x)].   (1)

The segregation energy E(θ) is the energy change when one more solute atom moves from the dilute bulk to a boundary of coverage θ and a host atom moves back. It is taken as linear in coverage,

E(θ) = E0 − Wθ,   W > 0.   (2)

Negative E0 means that an isolated solute prefers the boundary. Positive W means that solutes already there make the next one more welcome, which is an attraction.

The numerical threshold depends on W being defined through the energy of the next atom. Suppose instead that the mean energy per segregated solute is written E0 − wθ. The energy per site is then θ(E0 − wθ), its derivative is E0 − 2wθ, and comparison with (2) gives W = 2w. A threshold W = 4kT is the same condition as w = 2kT.

In mean field, for W ≤ 4kT the equilibrium coverage is a continuous function of Δμ. For W > 4kT it jumps at one value of Δμ. The temperature is held fixed while Δμ is varied.

**2. The free energy of the boundary**

The simplest energy that produces (2) lets every pair of segregated solutes attract with the same strength W/N, whatever their distance. With n solutes there are n(n−1)/2 pairs, so

U(n) = E0 n − (W/N) n(n−1)/2.   (3)

Adding one solute changes the number of pairs by n, hence U(n+1) − U(n) = E0 − Wn/N, which is (2) with θ = n/N.

The n solutes can be arranged in N!/[n!(N−n)!] ways. For large N, Stirling's formula ln N! ≈ N ln N − N gives the logarithm of this number as

−N[θ ln θ + (1−θ) ln(1−θ)].   (4)

At fixed Δμ, equilibrium minimizes energy minus temperature times entropy minus Δμ n. Per site, with terms of order 1/N dropped, this grand potential is

φ(θ) = E0θ − Wθ²/2 + kT[θ ln θ + (1−θ) ln(1−θ)] − Δμ θ.   (5)

Its derivative is

φ'(θ) = E0 − Wθ + kT ln[θ/(1−θ)] − Δμ.   (6)

The logarithm tends to −∞ at θ = 0 and to +∞ at θ = 1, so the minimum lies inside the interval, where φ' = 0:

Δμ = E0 − Wθ + kT ln[θ/(1−θ)].   (7)

Inserting (1) and exponentiating gives the Fowler–Guggenheim isotherm,

θ/(1−θ) = [x/(1−x)] exp[−(E0 − Wθ)/kT].   (8)

For W = 0 it reduces to the Langmuir–McLean isotherm, which is continuous.

**3. Where the threshold comes from**

Differentiating (6) once more gives

φ''(θ) = kT/[θ(1−θ)] − W.   (9)

The first term is the resistance of mixing entropy to a change of coverage; the second is the gain from attraction. Since θ(1−θ) = 1/4 − (θ−1/2)² ≤ 1/4, the entropic term is at least 4kT, and it takes that value at half coverage. That is the origin of the factor 4.

Let W ≤ 4kT. Then φ'' > 0 everywhere, except that φ'' = 0 at θ = 1/2 when W = 4kT. The right side of (7) therefore rises strictly from −∞ to +∞ as θ goes from 0 to 1. Each Δμ belongs to one θ, and the inverse function θ(Δμ) is continuous. Its slope follows from (7):

dθ/dΔμ = 1/{kT/[θ(1−θ)] − W}.   (10)

At half coverage this is 1/(4kT − W). Attraction steepens the isotherm, and the slope diverges at W = 4kT, still without a jump.

For W > 4kT the right side of (7) falls with θ near half coverage. Some values of Δμ then have three solutions, and the free energy must decide among them.

**4. Position and size of the jump**

Set

θ = (1+s)/2,   Δμ* = E0 − W/2,   h = Δμ − Δμ*.   (11)

The energy terms of (5) become

(E0 − Δμ*)θ − Wθ²/2 − hθ = Wθ(1−θ)/2 − hθ = W(1−s²)/8 − h(1+s)/2.

The entropy term is unchanged when θ and 1−θ are exchanged, so it is even in s. Its derivative with respect to s is (kT/2) ln[(1+s)/(1−s)] = kT artanh s. With a = W/4kT the derivative of the whole grand potential is

dφ/ds = kT g(s) − h/2,   g(s) = artanh s − a s.   (12)

Take h = 0 and a > 1 first. The derivative

g'(s) = 1/(1−s²) − a   (13)

is negative for s² < 1 − 1/a and positive beyond. Starting from g(0) = 0, g first falls below zero and then rises to +∞ as s → 1. It therefore has one positive zero, called m:

m = tanh(Wm/4kT).   (14)

Between 0 and m, φ decreases; beyond m it increases. Because φ is even, it has two equally deep minima at s = ±m and a maximum at s = 0.

Now let h be small and positive. The term −hs/2 makes any state with s > 0 lower than its mirror image at −s, so the global minimum is not at negative s. For 0 ≤ s ≤ m we have g ≤ 0, and (12) is negative, so the minimum lies at s > m. There g' > 0, and g(s) = h/2kT has one solution, which varies continuously with h and tends to m as h → 0. This reasoning holds for every h > 0. For h < 0 the mirror image applies. The coverage is thus continuous on each side of Δμ*, and at Δμ* it jumps:

θ₋ = (1−m)/2  →  θ₊ = (1+m)/2.   (15)

The midpoint Δμ* = E0 − W/2 is the segregation energy (2) at half coverage. With (1), the bulk composition at the jump obeys

x*/(1−x*) = exp[(E0 − W/2)/kT].   (16)

Just above threshold m is small. Expanding artanh m = m + m³/3 + … in g(m) = 0 and dividing by m gives, to leading order,

m ≈ √[3(W/4kT − 1)].   (17)

The jump therefore grows continuously from zero as W passes 4kT. Far above threshold tanh approaches 1 and the boundary switches from nearly bare to nearly full. At threshold itself, a = 1 and (12) gives s³/3 ≈ h/2kT. Since θ − 1/2 = s/2,

θ − 1/2 ≈ [3(Δμ − Δμ*)/16kT]^(1/3),   (18)

a continuous curve with a vertical tangent.

**5. Hysteresis**

The less favourable minimum survives for a while after the equilibrium jump has been passed. It disappears where φ'' = 0, that is θ(1−θ) = kT/W, or

θ = (1 ± r)/2,   r = √(1 − 4kT/W).   (19)

Substituting the lower root in (7) and subtracting Δμ* gives Wr/2 + kT ln[(1−r)/(1+r)]. The upper root gives the opposite sign, so

Δμ(limits) = Δμ* ± (Wr/2 − 2kT artanh r).   (20)

The plus sign is the limit for filling a bare boundary, the minus sign that for emptying a full one. These are limits of stability in mean field. With short-ranged forces an island of the new coverage can form, at a cost proportional to its perimeter and a gain proportional to its area, so the switch can come earlier.

**6. Why a large boundary is needed**

For finite N the coverage is an average over all n with weights exp{−[U(n) − Δμ n]/kT} N!/[n!(N−n)!]. This is a ratio of finite sums of smooth functions, so it is smooth in Δμ. Near Δμ* two groups of states dominate, around θ₋ and θ₊. By (12) their grand potentials per site differ by −hm to first order in h. The pair count n(n−1)/2 in (3) also contains a term Wn/2N, which was dropped in (5). It adds Wm/2N to this difference, and multiplication by N makes it count. The ratio of the weights is therefore

P₊/P₋ ≈ exp[N m (h − W/2N)/kT].   (21)

The switch occupies a range of Δμ of order kT/(Nm), which shrinks to zero as N grows.

The centre of the switch is displaced as well: the weights are symmetric under n → N−n at Δμ* + W/2N instead of Δμ*. For W/kT = 7.45 the displacement W/2N is about 0.001 kT with N = 4000 and 0.19 kT with N = 20. It shrinks as 1/N, like the width, but here it is about 3.5 times kT/(Nm).

Direct summation over the window Δμ* ± 0.02 kT shows both effects. With 4000 sites and W = 7.45 kT the coverage changes by 0.943. With 20 sites it changes by 0.023: the switch is broad, and its centre lies outside the window. With 4000 sites and W = 3kT the change is 0.040, as the slope 1/(4kT − W) = 1/kT in (10) requires.

**7. From neighbour bonds to W**

Let each nearest-neighbour solute pair have effective attraction ε, measured relative to mixed and host pairs. In a bulk with Z neighbours per site and random occupation, the pair energy per site is −(Zε/2)x². Since −x² = x(1−x) − x, this is the regular-solution energy Ωx(1−x) with

Ω = Zε/2,   (22)

plus a linear term that only shifts the zero of Δμ. In a boundary layer with z neighbours in the layer, the corresponding energy is −(zε/2)θ². Comparison with −Wθ²/2 in (5) gives

W = zε = 2Ωz/Z.   (23)

This assumes the same ε in the layer as in the bulk, and nearly pure host in the adjacent layers. For the example of section 8 the layers beside a full boundary hold about 0.9 % solute in mean field, which lowers the bulk composition at the jump by about 2 %. Within this model of bonds on a rigid lattice, a solute that tends to separate from the host in the bulk also attracts its own kind at the boundary. The step from Ω to W requires Ω to come from neighbour bonds. When Ω comes largely from the strain around a solute of different size, (23) does not apply, and W can be much smaller than 2Ωz/Z or even negative.

**8. A copper interconnect alloyed with silver**

Silver and copper have a wide miscibility gap, which the bond model of section 7 reads as an attraction between silver atoms. This reading is doubtful for the real alloy, because silver is about 13 % larger than copper and much of Ω is misfit strain. In a semi-empirical second-moment potential with relaxed atoms, Ω for dilute silver is 0.37 eV, yet two neighbouring silver atoms attract by only 0.003 to 0.005 eV (depending on cell size) instead of 2Ω/Z = 0.06 eV, and a full coherent close-packed silver layer inside copper costs about 0.19 eV more per atom than isolated silver atoms. A real boundary has free volume and may behave differently, so the W used below is an illustrative value and not a property of silver in copper. Take rough model values Ω = 0.40 eV and E0 = −0.25 eV, an anneal at 623 K, and a boundary idealized as one close-packed layer. In the face-centred cubic lattice Z = 12 and z = 6, so ε = 2(0.40)/12 = 0.067 eV and W = 6ε = 0.40 eV. With kT = 0.0537 eV,

4kT = 0.215 eV,   W/kT = 0.40/0.0537 = 7.45.

The mean-field threshold is exceeded. The jump lies at

Δμ* = −0.25 − 0.20 = −0.45 eV,
x* ≈ exp(−0.45/0.0537) = 2.3 × 10⁻⁴,

or 230 atomic ppm. Equation (14) gives m = 0.942, since tanh(1.863 × 0.942) = 0.942. The coverage goes from 0.029 to 0.971. Raising x from 1 % below x* to 1 % above it takes the equilibrium coverage from 0.029 to 0.971. Without attraction, at the same E0 and x*, it would be 0.024. In mean field the attraction thus raises the coverage on the bare side by about a quarter; with the neighbour forces of section 10 it about doubles it. The attraction also creates the second, nearly full state.

From (19), r = 0.681, and (20) gives limits 0.047 eV above and below Δμ*. The bare state can persist up to x = 549 ppm, and the full state down to 95 ppm.

The composition at the jump depends strongly on E0, whereas the mean-field condition for a jump does not contain E0. Changing E0 by 0.05 eV at fixed W and T multiplies x* by exp(0.05/0.0537) ≈ 2.5 or divides it by that factor, while W/kT stays the same.

**9. Conditions on the bulk**

The jump can be reached in equilibrium if the bulk has not already precipitated solute. For the symmetric regular solution, the two coexisting bulk phases are the equal minima of Ωx(1−x) + kT[x ln x + (1−x) ln(1−x)]. The solubility limit is the small root of

ln[x/(1−x)] + Ω(1−2x)/kT = 0,   (24)

which is 586 ppm here. The jump at 230 ppm comes first. For a dilute limit (24) gives ln x ≈ −Ω/kT, so by (16) the approximate condition is E0 − W/2 < −Ω. With W = Ω it reads |E0| > Ω/2 = 0.20 eV, which the example satisfies by 0.05 eV.

Interaction in the bulk also adds −2Ωx to (1), the derivative of −Ωx². In mean field the composition at the jump then rises by a factor of about exp(2Ωx*/kT), or 0.34 %. Correlations between neighbouring solutes roughly double this shift, which remains negligible beside the uncertainty in E0.

**10. Fluctuations and unequal sites**

With equal attraction between all pairs, the energy depends only on the number of solutes, not on their arrangement. With bonds between neighbours it depends on the arrangement, and local fluctuations affect the threshold. For a triangular layer with z = 6, the known exact solution of the equivalent Ising model, quoted here without derivation, puts the threshold at W/kT = 6 ln 3 = 6.59 instead of 4. A separate calculation with transfer matrices for strips 7 and 8 sites wide gives 6.59 as well. At fixed W = 0.40 eV, the highest temperature with a jump falls from W/4k = 1160 K in mean field to 704 K. The example at 623 K remains below it, and the jump in coverage is reduced from 0.94 to 0.90. The margin is small, however: at 623 K this jump requires Ω > 0.354 eV. A temperature-independent Ω fitted to the measured solubility of silver in copper, about 5 at.% near 1050 K, would be about 0.30 eV. Then W/kT is about 5.5, and the layer with neighbour forces has no jump. The example therefore illustrates the model and does not establish a jump in the real alloy. For a layer with neighbour forces, W > 4kT is therefore not sufficient: between 4 and 6.59 mean field predicts a jump that this lattice does not have.

Unequal sites can also remove the jump. Let site energies be E0 + δ, with δ drawn from a Gaussian of standard deviation σ, and keep the mean-field attraction. At Δμ* the coverage obeys

θ = ⟨f⟩,   f = 1/{1 + exp[(δ − W(θ−1/2))/kT]},   (25)

where the brackets average over δ. Half coverage is always a solution. It is unstable, and a jump exists, when the right side rises faster than the left at θ = 1/2:

W⟨f(1−f)⟩/kT > 1.   (26)

For σ = 0, f(1−f) = 1/4 and the condition W > 4kT returns. For σ much larger than kT, f(1−f)/kT acts as a narrow peak of unit area in δ, and its average is the Gaussian density at the centre, 1/(σ√(2π)). The condition becomes σ < W/√(2π) = 0.16 eV. At the example's temperature the full condition (26) gives 0.13 eV. A spread of 0.05 eV leaves a mean-field jump of about 0.9.

**11. A film with a limited supply of solute**

The jump was derived at fixed Δμ. A thin film contains a fixed amount of solute, and its boundaries can absorb much of it. For square columnar grains of width d, the boundary area per volume is 2/d. A close-packed layer has area √3a²/4 per site, and the bulk has 4/a³ sites per volume, where a is the lattice constant. The number of boundary sites per bulk site is therefore

R = (2/d)[4/(√3a²)](a³/4) = 2a/(√3d).   (27)

With a = 0.36 nm and d = 100 nm, R = 0.0042. This is small, but it is 18 times x*. While bare and full boundaries coexist, Δμ must equal Δμ*, and the bulk stays at x*. If a fraction p of the boundary area is full, the total solute fraction is

X = {x* + R[(1−p)θ₋ + pθ₊]}/(1+R).   (28)

The transition starts at X = 0.035 at.% and ends at 0.42 at.%. Between these contents the mean coverage rises linearly with X, although each piece of boundary is either nearly bare or nearly full. With half the boundary area full, this split state lies 59 μeV per bulk site below the best state of uniform coverage. The comparison leaves out the energy of lines between bare and full regions.

**12. What this means for real copper lines**

The model energies are rough, and the single layer of equivalent sites is an idealization even for an ordered, periodic boundary, whose repeat unit usually contains several kinds of site. General boundaries in copper contain many kinds of site, whose segregation energies can differ by roughly 0.1 eV. In mean field such a difference need not remove the jump: two equally common kinds of site 0.1 eV apart have a standard deviation of only 0.05 eV, and a jump of about 0.9 remains. The limit of 0.13 eV found above is the standard deviation of a Gaussian spread. For two equally common kinds of site, (26) is not the criterion: at a standard deviation of 0.095 eV the jump has split into two smaller ones on either side of Δμ*, and these vanish at about 0.11 eV. For short-ranged forces in two dimensions, however, random site energies are known to round the transition however weak they are; this result is also quoted, not derived. A continuous rise of coverage, which can still be steep, is therefore expected at general boundaries even when W exceeds 4kT.

Time is the other restriction. With rough bulk diffusion values D0 = 0.6 cm²/s and Q = 2.0 eV, the estimate (d/2)²/D is 7 days at 623 K. An anneal of an hour would not equilibrate the grain interior with its boundaries by bulk diffusion. At a use temperature of 378 K the same estimate is of order 10⁹ years, so exchange with the grain interior is frozen. Diffusion along the boundaries can be much faster and is not estimated here; it might still redistribute solute among boundaries in service. Even for an ordered boundary, the calculated jump describes a model equilibrium, and a switch fed by the grain interior is not expected at the use temperature. The numerical output lists the values behind these estimates.

Numbers as computed

```
Temperature: 623 K; kT = 0.05369 eV; 4kT = 0.2147 eV
E0 = -0.25 eV; bulk mixing coefficient Omega = 0.40 eV
Neighbours: bulk 12, in layer 6; eps = 0.0667 eV
W = 0.400 eV; W/kT = 7.451
Threshold W/kT, differential energy: 4.0000
Threshold w/kT, mean energy per solute: 2.0000
Mean-field critical temperature W/4k: 1160 K
Jump potential, formula: -0.45000 eV
Jump potential, minimization: -0.45000 eV
Coverage before and after jump: 0.0291, 0.9709
Jump in coverage m: 0.9419
Bulk fraction at jump (ideal): 228.9 atomic ppm
Stability-limit coverages: 0.1597, 0.8403
Stability-limit potentials: up -0.4030, down -0.4970 eV
Stability-limit x: up 548.9, down 95.4 ppm
Coverage at x = 0.50 x_jump (114.4 ppm): 0.0131
Coverage at x = 0.99 x_jump (226.6 ppm): 0.0287
Coverage at x = 1.01 x_jump (231.2 ppm): 0.9713
Coverage at x = 2.00 x_jump (457.8 ppm): 0.9869
Coverage at x_jump without attraction: 0.0235
Exact sum: potential window +/- 0.02 kT about midpoint
  change, W = 3 kT, 4000 sites: 0.0398
  change, example W, 4000 sites: 0.9432
  change, example W, 20 sites: 0.0227
Neighbour-force threshold W/kT, exact: 6.592
Neighbour-force threshold W/kT, strips: 6.591
Neighbour-force critical temperature: 704 K
Neighbour-force jump, exact: 0.899
Neighbour-force jump, strip of width 10: 0.900
Site-energy spread removing jump: 0.130 eV
Mean-field jump at spread 0.05 eV: 0.905
Bulk fraction at jump (regular): 229.7 ppm
Relative shift by bulk interaction: 0.34 %
Model solubility limit: 585.8 ppm
Lattice constant 0.36 nm; grain width 100 nm
Boundary sites per bulk site: 0.00416
Total solute, transition starts: 0.0348 at.%
Total solute, transition ends: 0.4247 at.%
Split minus uniform free energy: -59.04 micro-eV per bulk site
Diffusion inputs: D0 = 0.6 cm2/s, Q = 2.0 eV
Half-grain diffusion time at 623 K: 7.3 days
Half-grain diffusion time at 378 K: 6.1e+08 years
```
